# Bruggeman Conductivity of an Equal Mixture with a Contrast of One Hundred

## Problem

Two ohmic, isotropic materials fill a large three-dimensional body in equal volume fractions, $f_1=f_2=1/2$. Their conductivities, in a common unit, are $s_1=1$ and $s_2=0.01$. The grains are placed at random, no direction is preferred, and contacts between grains have no resistance of their own. A steady mean field $E$ is applied.

(a) Estimate the effective conductivity $s$, defined by (mean current density) $=sE$.

(b) Find $s$ in Bruggeman's symmetric approximation, in which a grain of either phase is treated as a sphere surrounded by a uniform medium of the unknown conductivity $s$.

(c) Compare the two results, and apply the second to a film with phases of 100 and 1 S/cm.

Only ratios of conductivities enter (a) and (b), so the algebra is the same in Gaussian and SI units.

## First estimate by scaling

Multiplying both conductivities by one factor multiplies every current by that factor. Therefore $s=s_1F(f_1,s_2/s_1)$, with $F$ a pure number. Let $E_1$ and $E_2$ be the mean fields in the two phases, along the applied field. Averaging the current density over the volume gives

$$sE=f_1s_1E_1+f_2s_2E_2. \tag{1}$$

Suppose that the good phase forms connected paths and drop the small second term. If a path is longer than the straight distance by a factor $\tau$, the same voltage is spread over a greater length, so the field along the path is $E/\tau$. Its component along the applied direction is smaller by another factor $1/\tau$. Thus $E_1\sim E/\tau^2$.

Scaling does not fix $\tau$. Taking paths inclined at about $45^\circ$, so that $\tau=\sqrt2$, gives $E_1\sim E/2$ and

$$s\sim f_1s_1\,\frac12=\frac14 .$$

Both the connectedness and the angle are assumptions of this estimate.

## Exact solution of Bruggeman's equation

**One grain.** Consider a sphere of radius $R$ and conductivity $s_i$ in a medium $s$, with field $E$ far away. Write the potential as $-f(r)\cos\theta$, with $\theta$ measured from the field. In each uniform region current conservation reduces to Laplace's equation,

$$f''+\frac{2f'}{r}-\frac{2f}{r^2}=0 .$$

Trying $f=r^n$ gives $n(n-1)+2n-2=(n-1)(n+2)=0$, hence $n=1$ or $n=-2$. The potential must be finite at the centre, so $f=A_ir$ inside: the interior field is uniform and equal to $A_i$. Outside, $f=Er+D_i/r^2$.

Define $a_i=A_i/E$ and $d_i=D_i/(ER^3)$. Continuity of the potential and of the normal current at $r=R$ gives

$$a_i=1+d_i,\qquad s_ia_i=s(1-2d_i). \tag{2}$$

The factor $-2$ comes from differentiating $r^{-2}$. Substitute $d_i=a_i-1$ into the second condition:

$$s_ia_i=s(3-2a_i)\quad\Rightarrow\quad
a_i=\frac{3s}{s_i+2s},\qquad
d_i=a_i-1=-\frac{s_i-s}{s_i+2s}. \tag{3}$$

A grain that conducts better than the medium has $a_i<1$: it partly shorts out its own field. A poorer grain has $a_i>1$.

**Self-consistency.** The grain fields, averaged over volume, must reproduce the applied field:

$$f_1a_1+f_2a_2=1. \tag{4}$$

Subtracting $f_1+f_2=1$ gives $f_1d_1+f_2d_2=0$, so the mean dipole disturbance vanishes. The current is then consistent as well, because equation (2) gives

$$\sum_i f_is_ia_i=s\sum_i f_i(1-2d_i)=s .$$

The approximation lies in replacing the varied surroundings of each grain by one uniform medium.

**The quadratic.** With (3), the zero-dipole condition is

$$f_1\frac{s_1-s}{s_1+2s}+f_2\frac{s_2-s}{s_2+2s}=0. \tag{5}$$

For $s>0$ both denominators are positive, so multiplying by them adds no positive root:

$$f_1(s_1s_2+2s_1s-s_2s-2s^2)+f_2(s_1s_2+2s_2s-s_1s-2s^2)=0 .$$

Use $f_1+f_2=1$, together with $2f_1-f_2=3f_1-1$ and $2f_2-f_1=3f_2-1$. After a change of overall sign,

$$2s^2-bs-s_1s_2=0,\qquad b=(3f_1-1)s_1+(3f_2-1)s_2. \tag{6}$$

The product of the roots is $-s_1s_2/2<0$. One root is therefore positive and the other negative; a passive conductor requires the positive one,

$$s=\frac{b+\sqrt{b^2+8s_1s_2}}4. \tag{7}$$

For the given mixture $b=(1+0.01)/2=0.505$, and (6), multiplied by two, reads $4s^2-1.01s-0.02=0$. Hence

$$s=\frac{0.505+\sqrt{0.255025+0.08}}4
=\frac{0.505+0.578813}{4}=0.270953\simeq0.271 .$$

The rejected root is $-0.0185$. Putting the positive root into (3) gives $d_1=-0.4728$ and $d_2=+0.4728$, which cancel at equal fractions, as (5) demands.

The root was also tested without using (3) or (7). The single-sphere problem was solved numerically by balancing fluxes through thin shells, and $s$ was varied until the mean numerical dipole vanished. This gave 0.270953.

## Comparison of estimate and solution

The estimate $1/4$ is about 8% below the Bruggeman value, relative to the latter. Equation (1) shows where the difference arises. The solved fields are $E_1=0.5272E$ and $E_2=1.4728E$, so

$$s=0.5(1)(0.5272)+0.5(0.01)(1.4728)=0.2636+0.0074=0.271 .$$

The guessed field in the good phase was slightly low, and the neglected current in the poor phase supplies the rest. Although the poor grains have the larger field, they carry only about 3% of the volume-averaged current.

**Insulating poor phase.** For $s_2=0$, equation (6) becomes $s(2s-b)=0$, with $b=(3f_1-1)s_1$. The conducting solution is

$$s=\frac{3f_1-1}{2}s_1\quad\left(f_1>\frac13\right),$$

and $s=0$ at lower fractions. At $f_1=1/2$ this equals $s_1/4$, the scaling estimate. The agreement belongs to this fraction: at $f_1=1/3$ the estimate $f_1s_1/2$ would still give $s_1/6$, whereas the Bruggeman conductivity vanishes. Within this approximation, the assumption of connected paths with a fixed $\tau$ has failed there. The threshold of an actual mixture depends on its structure: a simple cubic network with randomly placed conducting bonds, for example, still conducts at $f_1=0.30$.

**At the Bruggeman threshold.** The approximation is least reliable near a threshold, so the following law describes equation (7), not mixtures in general. For $f_1=1/3$ and small but nonzero $s_2$, $b=s_2$. Equation (7) then gives, to leading order in $s_2/s_1$,

$$s\simeq\sqrt{\frac{s_1s_2}{2}} .$$

Here both phases matter, whereas at equal fractions the good phase sets the scale. The equal mixture is nevertheless sensitive to composition. With the conductivities held fixed, $f_1=0.45$ gives $s=0.203$ and $f_1=0.55$ gives $s=0.341$, changes of about $-25\%$ and $+26\%$.

## How far the approximation can be trusted

Volume fractions alone do not determine $s$. Consider a sphere with core conductivity $s_c$, shell conductivity $s_m$ and core volume fraction $p$. In the shell put $f=Br+C/r^2$. Equation (3), applied to the core in surroundings $s_m$, gives

$$q\equiv\frac{C}{BR^3}=p\,\frac{s_m-s_c}{s_c+2s_m}.$$

Choose the outside conductivity $s$ so that the outside field remains exactly $E$. The two surface conditions are $B(1+q)=E$ and $s_mB(1-2q)=sE$, whence

$$s=s_m\frac{1-2q}{1+q}.$$

Such spheres can replace parts of the medium without disturbing it; using ever smaller copies, one can fill the volume. For $p=1/2$, good cores in poor shells give $s=0.038$, and poor cores in good shells give $s=0.407$. These are the values labelled as isotropic bounds in the numerical output. Both structures have the same fractions as our mixture, so 0.271 is an approximation for a symmetric random arrangement, not a value for every equal mixture. Even among symmetric arrangements, the shape of the grains can change $s$.

A random network offers a case in which the averaging can be tested. Let the bonds of a simple cubic lattice have conductance $s_1$ or $s_2$ at random. In a uniform lattice of bonds $g$, inject current $I$ at one node: by symmetry each of its six bonds carries $I/6$. Withdrawing $I$ at a neighbouring node adds another $I/6$ in the joining bond. The voltage between the nodes is thus $I/(3g)$, and their total conductance is $3g$, of which $2g$ remains when the joining bond is removed. In an applied field the rest of the lattice therefore acts on this bond as a fixed current source in parallel with a conductance $2g$. The bond voltage is the source current divided by the total conductance, which is $3g$ for the original bond and $g_i+2g$ if the bond is replaced by $g_i$. The replacement thus changes the voltage by the factor $3g/(g_i+2g)$, the same form as $a_i$ in (3). Requiring the mean factor to be one reproduces Bruggeman's equation.

Direct solution of Kirchhoff's equations for six periodic samples of $20^3$ nodes, with half the bonds good, gave $0.2745\pm0.0020$ (standard error). This mean is 1.3% above the Bruggeman value, a difference of less than two standard errors; more and larger samples (up to $32^3$ nodes) give 0.272 to 0.273, less than 1% above it. It supports the averaging for this network at this composition and contrast; it does not settle the accuracy for a continuous grain structure.

## A film in engineering units

Take rough parameters for a partly crystallized indium-oxide film at 300 K: equal fractions of 100 and 1 S/cm, grains 100 nm across and a thickness $t=1000$ nm. If Bruggeman's approximation holds for this grain structure, scaling the solution gives $\sigma=27.1$ S/cm, or $2.4\times10^{13}\ \mathrm{s^{-1}}$ in Gaussian units. The sheet resistance is

$$R_\square=\frac1{\sigma t}=\frac1{(27.1\ \mathrm{S/cm})(10^{-4}\ \mathrm{cm})}\simeq369\ \Omega\ \text{per square}.$$

The contrast of 100 is a deliberately strong case: amorphous and crystalline indium oxide can have comparable conductivities, depending on preparation. The film is also thick for a transparent electrode. Thickness matters when it approaches the grain size. A network ten layers thick with free surfaces had $0.94\pm0.01$ times the bulk-network conductivity in six samples; more samples put the ratio near 0.96. Our film is ten grains thick, so in this model its sheet resistance would lie some 4 to 6% above the value found from the bulk conductivity. A single layer gave $0.0993\pm0.0023$, which would correspond to about 10 S/cm here. These ratios describe the network model, with one layer standing for one grain.

Real grain boundaries can also break the assumption of perfect contacts. Let the surface of each good grain have resistance times area $\rho$. The interior current $s_1A_1\cos\theta$ adds a voltage amplitude $\rho s_1A_1$ to the interior amplitude $A_1R$. Seen from outside, the grain therefore has conductivity

$$s_1'=\frac{s_1A_1R}{A_1R+\rho s_1A_1}=\frac{s_1}{1+\rho s_1/R}.$$

It is halved at $\rho=R/s_1=5\times10^{-8}\ \Omega\,\mathrm{cm}^2$, and the film then falls to 14.5 S/cm, 47% below the ideal-contact result.

Two further assumptions concern the electrons. With a mobility $\mu=20$ cm²/Vs and effective mass $0.30m$, the good phase has density $n=s_1/(e\mu)=3.1\times10^{19}\ \mathrm{cm^{-3}}$ and a Fermi level $4.5\,kT$ above the band edge. Its mean free path, $\hbar(3\pi^2n)^{1/3}\mu/e$, is 1.3 nm, about 1% of the grain diameter, so the grains are large enough for a local Ohm's law. The path is, however, close to the inverse Fermi wave number, 1.0 nm, so the free-electron picture is only marginal here. In the poor phase it fails, and the mobility used below is merely an empirical ratio of conductivity to charge density.

Electrons also spill into the poor phase, whose assumed mobility is 5 cm²/Vs. A planar Poisson calculation with aligned band edges, equal masses and relative permittivity 9 gives a transfer of $2.1\times10^{12}\ \mathrm{cm^{-2}}$. Suppose that the whole surface of every grain faces the other phase. A sphere has the surface-to-volume ratio $3/R$, so spreading this charge uniformly through the grains lowers the density in the good phase, and raises it in the poor phase, by $1.3\times10^{18}\ \mathrm{cm^{-3}}$. The phase conductivities become 95.9 and 2.02 S/cm, and that of the film 28.0 S/cm, a rise of about 3%. This is a rough estimate. In the good phase the density falls to about half its bulk value at the interface, and the deficit decays over only about 1.3 nm (the transferred charge equals that of a fully emptied layer 0.7 nm deep), much less than the Fermi wavelength of about 6 nm there, so the local relation between density and potential used in the Poisson calculation is doubtful. Also, in a random mixture part of each surface touches a grain of the same phase, which reduces the transfer; a band offset would also alter it. Moreover, the real charge stays near the interfaces. A thin conducting shell helps a poor grain mainly through current along its surface, and in the limit of a very thin, highly conducting shell it raises the grain's conductivity by two thirds of what the same charge would give if spread uniformly. With the Poisson profile placed at the grain surfaces, the poor grain reaches about 1.75 S/cm, roughly three quarters of the uniform rise, and the depleted skin lowers the good grain to about 95.6 S/cm. The rise for the film is then nearer 1%. For the numbers considered here, contact resistance and composition can move the result much more.

## Numbers as computed

```
phase conductivities: 1.00, 0.01 (relative)
good-phase volume fraction: 0.50
linear coefficient b: 0.5050 (relative)
square root in solution: 0.578813 (relative)
Bruggeman positive root: 0.270953 (relative)
rejected negative root: -0.018453 (relative)
root from numerical dipoles: 0.270953 (relative)
field in good grain / mean field: 0.5272
field in poor grain / mean field: 1.4728
good-grain dipole / (E R^3): -0.4728
poor-grain dipole / (E R^3): 0.4728
root with insulating poor phase: 0.2500 (relative)
isotropic lower bound: 0.0383 (relative)
isotropic upper bound: 0.4072 (relative)
bulk network: 0.2745 +/- 0.0020 (relative)
10-layer network: 0.2588 +/- 0.0011 (relative)
1-layer network: 0.0993 +/- 0.0023 (relative)
10-layer / bulk network: 0.943
root at good fraction 0.45: 0.2029 (relative)
root at good fraction 0.55: 0.3414 (relative)
example good phase: 100.0 S/cm
example poor phase: 1.0 S/cm
grain diameter: 100 nm
film thickness: 1000 nm
temperature: 300 K
effective conductivity: 27.10 S/cm
Gaussian conductivity: 2.435e+13 s^-1
sheet resistance: 369.1 ohm per square
good-phase mobility: 20.0 cm2/Vs
poor-phase mobility: 5.0 cm2/Vs
effective mass / electron mass: 0.30
relative permittivity: 9.0
good-phase electron density: 3.121e+19 cm^-3
poor-phase electron density: 1.248e+18 cm^-3
good-phase Fermi level above band edge: 4.47 kT
poor-phase Fermi level above band edge: -1.09 kT
good-phase mean free path: 1.28 nm
mean free path / grain diameter: 0.0128
contact halving good grains: 5.00e-08 ohm cm2
conductivity with that contact: 14.48 S/cm
transferred electrons: 2.123e+12 cm^-2
mean density shift: 1.274e+18 cm^-3
good phase after transfer: 95.92 S/cm
poor phase after transfer: 2.02 S/cm
film after transfer estimate: 27.95 S/cm
transfer change: 3.2 percent
```
